# Projective representations of the little co-group and hcp band degeneracies: test program

```python
# Result under test: a small representation of the little group G_k obeys
#   Gamma({R|t}) = exp(-i k.t) D(R),  D(R1) D(R2) = w(R1,R2) D(R1 R2),
#   w(R1,R2) = exp(-i g_R1 . tau_R2),  g_R = R^-1 k - k (reciprocal lattice vector),
# with w = 1 strictly inside the first zone or for a symmorphic group with symmetric
# origin, and w changed by a coboundary c1 c2 / c12 under origin shift s or k -> k+G.
# Operators act as (g psi)(r) = psi(g^-1 r). Model: Gaussian wells on a hexagonal
# lattice, hcp (P6_3/mmc) and simple hexagonal "sh" (P6/mmm). Units: angstrom, eV.
import itertools
import numpy as np
from scipy import constants as sc

rng = np.random.default_rng(7)
a, c, depth, width, qmax = 3.0, 5.0, 10.0, 0.7, 6.37
A = np.array([[a, -a/2, 0], [0, a*np.sqrt(3)/2, 0], [0, 0, c]])  # columns a1,a2,a3
Ainv = np.linalg.inv(A)
B = 2*np.pi*Ainv.T
vol = np.linalg.det(A)
kin = sc.hbar**2/(2*sc.m_e)/sc.e*1e20
W = np.array(list(itertools.product((-1, 0, 1), repeat=9)), float).reshape(-1, 3, 3)
metric = A.T@A
W = W[np.abs(np.einsum('nji,jk,nkl->nil', W, metric, W) - metric).max(axis=(1, 2)) < 1e-9]
ROT = A@W@Ainv
assert len(ROT) == 24

def integer(f):
    return np.abs(f - np.round(f)).max(axis=-1) < 1e-8

def space_group(sites):  # translations found from the atomic positions
    taus = []
    for R in ROT:
        for x in sites:
            t = x - R@sites[0]
            d = (sites@R.T + t)[:, None] - sites[None]
            if integer(d@Ainv.T).any(axis=1).all():
                f = Ainv@t
                taus.append(A@(f - np.floor(f + 1e-9)))
                break
    assert len(taus) == 24
    return np.array(taus)

def find(Rs, R):
    err = np.abs(Rs - R).max(axis=(1, 2))
    assert err.min() < 1e-9
    return int(err.argmin())

def little(k, taus):  # operations that fix the translation character exp(-ik.T)
    keep = [i for i, R in enumerate(ROT)
            if np.allclose(np.exp(-1j*k@R@A), np.exp(-1j*k@A), atol=1e-9)]
    Rs = ROT[keep]
    return Rs, taus[keep], np.array([[find(Rs, P@Q) for Q in Rs] for P in Rs])

def gvec(k, Rs):
    return np.einsum('nji,j->ni', Rs, k) - k

def omega(k, Rs, ts):
    g = gvec(k, Rs)
    assert integer(g@A/(2*np.pi)).all()
    return np.exp(-1j*g@ts.T)

def clusters(e, tol):
    return np.split(np.arange(len(e)), np.where(np.diff(e) > tol)[0] + 1)

def irreps(mats):  # characters from eigenspaces of a random commuting matrix
    n = len(mats)
    X = rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n))
    X = sum(M@(X + X.conj().T)@M.conj().T for M in mats)
    e, v = np.linalg.eigh(X)
    found = []
    for cl in clusters(e, 1e-8):
        chi = np.einsum('ia,nij,ja->n', v[:, cl].conj(), mats, v[:, cl])
        for item in found:
            if np.allclose(item[1], chi, atol=1e-6):
                item[2] += 1
                break
        else:
            found.append([len(cl), chi, 1])
    assert all(d == m for d, _, m in found) and sum(d*d for d, _, _ in found) == n
    return sorted(found, key=lambda x: x[0])

def orbit_rep(k, Rs, ts):  # Bloch sums on the orbit of a generic point; no w used
    p = Rs@np.array([0.313, 0.127, 0.439]) + ts
    n = len(Rs)
    mats = np.zeros((n, n, n), complex)
    for i in range(n):
        d = (p@Rs[i].T + ts[i])[:, None] - p[None]
        j, m = np.where(integer(d@Ainv.T))
        assert len(j) == n
        mats[i, m, j] = np.exp(-1j*d[j, m]@k)
    return mats

def twisted_regular(w, tab):
    n = len(w)
    L = np.zeros((n, n, n), complex)
    for i in range(n):
        L[i, tab[i], np.arange(n)] = w[i]
    return L

HKL = np.array(list(itertools.product(range(-5, 6), range(-5, 6), range(-7, 8))))
def solve(sites, k, cut=qmax):
    q = k + HKL@B.T
    q = q[np.linalg.norm(q, axis=1) < cut]
    dG = q[:, None] - q[None]
    V = -depth*(2*np.pi*width**2)**1.5/vol*np.exp(-(dG**2).sum(-1)*width**2/2)
    e, v = np.linalg.eigh(np.diag(kin*(q**2).sum(1)) + V*np.exp(-1j*dG@sites.T).sum(-1))
    return q, e, v

def band_reps(sites, k, Rs, ts):  # Gamma measured on eigenfunctions in real space
    q, e, v = solve(sites, k)
    mult = [cl for cl in clusters(e, 1e-7) if cl[0] < 10]
    v = v[:, :mult[-1][-1] + 1]
    r = rng.random((60, 3))@A.T
    base = np.exp(1j*r@q.T)@v
    def measure(tr):
        moved = [np.exp(1j*((r - t)@R)@q.T)@v for R, t in zip(Rs, tr)]
        out = []
        for cl in mult:
            G = np.array([np.linalg.lstsq(base[:, cl], m[:, cl], rcond=None)[0] for m in moved])
            assert max(np.abs(base[:, cl]@X - m[:, cl]).max() for X, m in zip(G, moved)) < 1e-6
            out.append(G)
        return out
    t2 = ts + rng.integers(-3, 4, ts.shape)@A.T
    res = []
    for cl, G1, G2 in zip(mult, measure(ts), measure(t2)):
        D = np.exp(1j*ts@k)[:, None, None]*G1
        assert np.allclose(D, np.exp(1j*t2@k)[:, None, None]*G2, atol=1e-6)
        res.append((e[cl[0]], G1, D))
    return res

def product_error(D, w, tab):
    return np.abs(np.einsum('aij,bjk->abik', D, D) - w[:, :, None, None]*D[tab]).max()

def converse_error(k, Rs, ts, tab, L):  # is exp(-ik.t) L(R) a true representation?
    err = 0
    for _ in range(200):
        i, j = rng.integers(len(Rs), size=2)
        t1, t2 = ts[i] + A@rng.integers(-3, 4, 3), ts[j] + A@rng.integers(-3, 4, 3)
        lhs = np.exp(-1j*k@(t1 + t2))*L[i]@L[j]
        err = max(err, np.abs(lhs - np.exp(-1j*k@(t1 + Rs[i]@t2))*L[tab[i, j]]).max())
    return err

shift = A@np.array([0.11, 0.23, 0.07])
hcp = np.array([[1/3, 2/3, 1/4], [2/3, 1/3, 3/4]])@A.T
sh = np.zeros((1, 3))
crystals = {'hcp': hcp, 'hcp+s': hcp + shift, 'sh': sh, 'sh+s': sh + shift}
points = {'Delta': (0, 0, .25), 'M': (.5, 0, 0), 'K': (1/3, 1/3, 0), 'A': (0, 0, .5),
          'L': (.5, 0, .5), 'H': (1/3, 1/3, .5), 'S': (.15, .15, .5), 'R': (.2, 0, .5)}
data, worst = {}, 0
for name, sites in crystals.items():
    taus = space_group(sites)
    for lab, kap in points.items():
        k = B@np.array(kap)
        Rs, ts, tab = little(k, taus)
        n = len(Rs)
        w = omega(k, Rs, ts)
        assert np.allclose(w[:, :, None]*w[tab], w[:, tab]*w[None], atol=1e-10)  # cocycle
        L = twisted_regular(w, tab)
        assert converse_error(k, Rs, ts, tab, L) < 1e-10
        irr, small = irreps(L), irreps(orbit_rep(k, Rs, ts))
        assert len(irr) == len(small)
        for _, chi, _ in small:
            assert sum(np.allclose(chi*np.exp(1j*ts@k), x[1], atol=1e-6) for x in irr) == 1
        regular = ((np.abs(w/w.T - 1) < 1e-9) | (tab != tab.T)).all(axis=1)
        classes = {frozenset(find(Rs, P@R@P.T) for P in Rs) for R in Rs[regular]}
        assert len(classes) == len(small)
        assert (small[0][0] > 1) == (not regular.all())
        bands = band_reps(sites, k, Rs, ts)
        norms = set()
        for _, _, D in bands:
            worst = max(worst, product_error(D, w, tab))
            chi = np.einsum('nii->n', D)
            assert np.abs(chi[~regular]).sum() < 1e-5
            m = np.array([x[1].conj()@chi/n for x in irr])
            assert np.allclose(m, np.round(m.real), atol=1e-6)
            norms.add(int(round((abs(chi)**2).sum()/n)))
        assert norms == ({2} if (lab == 'R' and 'hcp' in name) else {1})
        data[name, lab] = dict(k=k, Rs=Rs, ts=ts, tab=tab, w=w, irr=irr, bands=bands,
                               ncl=len(classes), norms=norms)
assert worst < 1e-6

for lab in points:
    assert np.allclose(data['sh', lab]['w'], 1)
    for name in ('hcp', 'sh'):  # origin shift acts as a coboundary
        u, s = data[name, lab], data[name + '+s', lab]
        cc = np.exp(-1j*gvec(u['k'], u['Rs'])@shift)
        assert np.allclose(s['w'], u['w']*np.outer(cc, cc)/cc[u['tab']], atol=1e-10)
        for b0, b1 in zip(u['bands'], s['bands']):
            assert np.allclose(np.einsum('nii->n', b1[2]), cc*np.einsum('nii->n', b0[2]), atol=1e-6)
for name in crystals:
    assert np.allclose(data[name, 'Delta']['w'], 1)
assert np.allclose(data['hcp', 'M']['w'], 1) and np.allclose(data['hcp', 'K']['w'], 1)
assert not np.allclose(data['sh+s', 'A']['w'], 1) and not np.allclose(data['hcp', 'R']['w'], 1)
u = data['hcp+s', 'Delta']  # other representative k+G
G = B@np.array([1., 0, 1])
cc, wG = np.exp(1j*u['ts']@G), omega(u['k'] + G, u['Rs'], u['ts'])
assert np.allclose(wG, np.outer(cc, cc)/cc[u['tab']], atol=1e-10) and not np.allclose(wG, 1)
u = data['hcp+s', 'A']  # wrong factor systems must fail
wrong = [product_error(u['bands'][0][2], x, u['tab']) for x in (u['w']**0, u['w'].conj(), u['w'].T)]
assert min(wrong) > 0.1
assert converse_error(u['k'], u['Rs'], u['ts'], u['tab'], twisted_regular(u['w']**0, u['tab'])) > 0.1

grid = np.array(list(itertools.product(range(-8, 9), range(-8, 9), range(-6, 7))))/12@B.T
Gs = np.array([h for h in itertools.product(range(-2, 3), repeat=3) if any(h)])@B.T
margin = (2*grid@Gs.T + (Gs**2).sum(1)).min(axis=1)
g = np.einsum('nji,pj->pni', ROT, grid) - grid[:, None]
member = integer(g@A/(2*np.pi))
nonzero = (member & (np.linalg.norm(g, axis=-1) > 1e-9)).any(axis=1)
inside, edge = margin > 1e-9, np.abs(margin) < 1e-9
assert not nonzero[inside].any() and nonzero[edge].any() and (member[inside].sum(1) > 1).any()

conv = max(np.abs(solve(hcp, B@np.array(p))[1][:6] - solve(hcp, B@np.array(p), 7.37)[1][:6]).max()
           for p in points.values())
assert conv < 1e-3

print(f"a = {a} A, c = {c} A, well depth = {depth} eV, width = {width} A")
print(f"cell volume = {vol:.3f} A^3, hbar^2/2m = {kin:.4f} eV A^2, pi/c = {np.pi/c:.4f} 1/A")
print(f"cutoff = {qmax} 1/A, plane waves at A = {len(solve(hcp, B[:, 2]/2)[0])}, basis error = {conv:.1e} eV")
print("origin shift s (fractional) =", np.round(Ainv@shift, 2))
print("hcp operations with tau = c/2:", int((~integer(space_group(hcp)@Ainv.T)).sum()), "of 24")
for lab, p in points.items():
    print(f"k {lab} (fractional) =", np.round(p, 4))
print(f"scan: interior {inside.sum()}, with co-group > E {(member[inside].sum(1) > 1).sum()}, with g != 0 {nonzero[inside].sum()}")
print(f"scan: boundary {edge.sum()}, with g != 0 {nonzero[edge].sum()}")
print("crystal point: order, pairs w!=1, regular classes, irrep dims, band degeneracies, norm")
for name in ('hcp', 'sh'):
    for lab in points:
        u = data[name, lab]
        print(f"{name} {lab}: {len(u['Rs'])}, {(abs(u['w'] - 1) > 1e-9).sum()}, {u['ncl']}, "
              f"{[x[0] for x in u['irr']]}, {[len(b[2][0]) for b in u['bands']]}, {u['norms']}")
for name, lab in (('sh+s', 'A'), ('hcp+s', 'K')):
    u = data[name, lab]
    print(f"{name} {lab}: pairs w!=1 {(abs(u['w'] - 1) > 1e-9).sum()}, dims {[x[0] for x in u['irr']]}")
print(f"max |D D - w D| on bands = {worst:.1e}; wrong w (1, conj, swapped):", np.round(wrong, 2))

def rotz(t):
    return np.array([[np.cos(t), -np.sin(t), 0], [np.sin(t), np.cos(t), 0], [0, 0, 1]])
u = data['hcp', 'Delta']
i6 = find(u['Rs'], rotz(np.pi/3))
print("screw tau (fractional) =", np.round(Ainv@u['ts'][i6], 3) + 0.0, f", -k.tau/pi = {-u['k']@u['ts'][i6]/np.pi:.3f}")
for b, sign in zip(u['bands'][:2], (1, -1)):
    gam, d = b[1][i6, 0, 0], b[2][i6, 0, 0]
    assert abs(d - sign) < 1e-6 and abs(gam**6 - np.exp(-3j*u['k'][2]*c)) < 1e-6
    print(f"Delta band: E = {b[0]:.3f} eV, arg Gamma(screw)/pi = {np.angle(gam)/np.pi:.3f}, D(C6) = {d.real:.3f}")
for kz in (0.25, 0.45, 0.5):
    e1, e2 = solve(hcp, kz*B[:, 2])[1][:2], solve(sh, kz*B[:, 2])[1][:2]
    print(f"kz = {kz} b3: hcp E = {e1[0]:.3f}, {e1[1]:.3f} eV; sh E = {e2[0]:.3f}, {e2[1]:.3f} eV")
assert e1[1] - e1[0] < 1e-9 and e2[1] - e2[0] > 0.5
print(f"gap at A: hcp {e1[1] - e1[0]:.3f} eV, sh {e2[1] - e2[0]:.3f} eV")
u = data['hcp', 'A']
iI, i2 = find(u['Rs'], -np.eye(3)), find(u['Rs'], rotz(np.pi))
D = u['bands'][0][2]
assert np.allclose(D[iI]@D[i2], -D[i2]@D[iI], atol=1e-6)
print(f"A: w(I,C2z) = {u['w'][iI, i2].real:.0f}, w(C2z,I) = {u['w'][i2, iI].real:.0f}")
nrm = A[:, 1]/a
sel = [find(u['Rs'], M) for M in (np.eye(3), rotz(2*np.pi/3), np.eye(3) - 2*np.outer(nrm, nrm), -np.eye(3))]
for d, chi, _ in u['irr']:
    print("A characters (E, C3, mirror normal to a2, I):", np.round(chi[sel].real, 3) + 0.0)
for b in u['bands']:
    print(f"A level {b[0]:.3f} eV, characters", np.round(np.einsum('nii->n', b[2])[sel].real, 3) + 0.0)
u = data['hcp', 'R']
ih = find(u['Rs'], np.diag([1., 1, -1]))
ev = np.sort(np.linalg.eigvals(u['bands'][0][2][ih]).imag)
assert np.allclose(ev, [-1, 1], atol=1e-6)
print(f"R: w(sh,sh) = {u['w'][ih, ih].real:.0f}, E = {u['bands'][0][0]:.3f} eV, D(sigma_h) eigenvalues/i =", np.round(ev, 3))
print("no test failed")
```

It prints:

```
a = 3.0 A, c = 5.0 A, well depth = 10.0 eV, width = 0.7 A
cell volume = 38.971 A^3, hbar^2/2m = 3.8100 eV A^2, pi/c = 0.6283 1/A
cutoff = 6.37 1/A, plane waves at A = 154, basis error = 1.1e-04 eV
origin shift s (fractional) = [0.11 0.23 0.07]
hcp operations with tau = c/2: 12 of 24
k Delta (fractional) = [0.   0.   0.25]
k M (fractional) = [0.5 0.  0. ]
k K (fractional) = [0.3333 0.3333 0.    ]
k A (fractional) = [0.  0.  0.5]
k L (fractional) = [0.5 0.  0.5]
k H (fractional) = [0.3333 0.3333 0.5   ]
k S (fractional) = [0.15 0.15 0.5 ]
k R (fractional) = [0.2 0.  0.5]
scan: interior 1463, with co-group > E 623, with g != 0 0
scan: boundary 578, with g != 0 578
crystal point: order, pairs w!=1, regular classes, irrep dims, band degeneracies, norm
hcp Delta: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 1, 1, 1, 1, 2, 1, 2], {1}
hcp M: 8, 0, 8, [1, 1, 1, 1, 1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
hcp K: 12, 0, 6, [1, 1, 1, 1, 2, 2], [2, 1, 2, 1, 2, 1, 1], {1}
hcp A: 24, 144, 3, [2, 2, 4], [2, 2, 2, 4], {1}
hcp L: 8, 16, 2, [2, 2], [2, 2, 2, 2, 2], {1}
hcp H: 12, 36, 3, [2, 2, 2], [2, 2, 2, 2, 2], {1}
hcp S: 4, 4, 1, [2], [2, 2, 2, 2, 2], {1}
hcp R: 4, 4, 4, [1, 1, 1, 1], [2, 2, 2, 2, 2], {2}
sh Delta: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 1, 1, 1, 1, 2, 2, 1], {1}
sh M: 8, 0, 8, [1, 1, 1, 1, 1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh K: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 2, 1, 1, 2, 2, 1], {1}
sh A: 24, 0, 12, [1, 1, 1, 1, 1, 1, 1, 1, 2, 2, 2, 2], [1, 1, 1, 1, 1, 2, 2, 1], {1}
sh L: 8, 0, 8, [1, 1, 1, 1, 1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh H: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 2, 1, 2, 1, 1, 2], {1}
sh S: 4, 0, 4, [1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh R: 4, 0, 4, [1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh+s A: pairs w!=1 144, dims [1, 1, 1, 1, 1, 1, 1, 1, 2, 2, 2, 2]
hcp+s K: pairs w!=1 80, dims [1, 1, 1, 1, 2, 2]
max |D D - w D| on bands = 3.8e-12; wrong w (1, conj, swapped): [2.   1.54 2.  ]
screw tau (fractional) = [0.  0.  0.5] , -k.tau/pi = -0.250
Delta band: E = -2.536 eV, arg Gamma(screw)/pi = -0.250, D(C6) = 1.000
Delta band: E = 0.420 eV, arg Gamma(screw)/pi = 0.750, D(C6) = -1.000
kz = 0.25 b3: hcp E = -2.536, 0.420 eV; sh E = -1.506, 2.184 eV
kz = 0.45 b3: hcp E = -1.703, -1.109 eV; sh E = -1.098, 1.067 eV
kz = 0.5 b3: hcp E = -1.421, -1.421 eV; sh E = -1.069, 1.009 eV
gap at A: hcp 0.000 eV, sh 2.078 eV
A: w(I,C2z) = -1, w(C2z,I) = 1
A characters (E, C3, mirror normal to a2, I): [2. 2. 2. 0.]
A characters (E, C3, mirror normal to a2, I): [ 2.  2. -2.  0.]
A characters (E, C3, mirror normal to a2, I): [ 4. -2.  0.  0.]
A level -1.421 eV, characters [2. 2. 2. 0.]
A level 10.639 eV, characters [2. 2. 2. 0.]
A level 19.886 eV, characters [2. 2. 2. 0.]
A level 20.430 eV, characters [ 4. -2.  0.  0.]
R: w(sh,sh) = -1, E = -0.539 eV, D(sigma_h) eigenvalues/i = [-1.  1.]
no test failed
```
